# The Tauc-Lorentz absorption model and its Kramers-Kronig real part, part 2

We seek the real part $\varepsilon_1$ that causality assigns to a gapped absorption $\varepsilon_2$. The time factor is $e^{-i\omega t}$, so absorption means $\varepsilon_2>0$. $E=\hbar\omega$ is photon energy, and $z$ is complex energy with ${\rm Im}\,z>0$.

The first half started from the Lorentz oscillator, with amplitude $A$, resonance energy $E_0$, broadening $C$ and constant $\varepsilon_\infty$:

$$\varepsilon_{1L}=\varepsilon_\infty+\frac{AE_0(E_0^2-E^2)}{D(E)},\qquad \varepsilon_{2L}=\frac{AE_0CE}{D(E)},$$

$$D(E)=(E^2-E_0^2)^2+C^2E^2 .$$

A bare step in $\varepsilon_{2L}$ at the gap $E_g$ makes $\varepsilon_1$ diverge there. The model instead uses the Tauc factor $(1-E_g/E)^2$:

$$\varepsilon_2(E)=\varepsilon_{2L}(E)\left(1-\frac{E_g}{E}\right)^2=\frac{AE_0C(E-E_g)^2}{E\,D(E)},\quad E>E_g,\tag{2}$$

with $\varepsilon_2=0$ for $0\le E\le E_g$. A straight line through two points of $E\sqrt{\varepsilon_2}$ gives the Tauc intercept.

For $\chi=\varepsilon-\varepsilon_\infty$, analytic in the upper half plane, the contour argument gave

$$\chi(z)=\frac1{2\pi i}\int_{-\infty}^{\infty}\frac{\chi(x)}{x-z}\,dx ,\qquad \int_{-\infty}^{\infty}\frac{\chi^*(x)}{x-z}\,dx=0 ,$$

and hence

$$\varepsilon(z)=\varepsilon_\infty+\frac2\pi\int_0^\infty\frac{x\,\varepsilon_2(x)}{x^2-z^2}\,dx .\tag{1}$$

Inserting (2),

$$\varepsilon(z)=\varepsilon_\infty+\frac{2AE_0C}{\pi}I(z),\quad I(z)=\int_{E_g}^{\infty}\frac{(x-E_g)^2}{D(x)(x^2-z^2)}\,dx ,\tag{3}$$

For $0<C<2E_0$, define

$$a=\sqrt{E_0^2-C^2/4},\qquad p=a+\frac{iC}{2},\qquad |p|^2=E_0^2 .$$

The roots of $D$ are $\pm p,\pm p^*$, with $D'(p)=4iaCp$, $D'(-p)=-D'(p)$ and $D'(p^*)=[D'(p)]^*$. The integrand of $I$ has poles $r_j$ at these roots and at $\pm z$, with residues $R_j$:

$$R_z=\frac{(z-E_g)^2}{2zD(z)},\qquad R_{-z}=-\frac{(z+E_g)^2}{2zD(z)},$$

$$R_r=\frac{(r-E_g)^2}{D'(r)(r^2-z^2)},\qquad r=p,\,-p,\,p^*,\,-p^* .$$

Integrating the partial fractions gives principal logarithms, ${\rm Log}$. Because $\sum_jR_j=0$, the upper limit drops out:

$$I(z)=-\sum_jR_j\,{\rm Log}(E_g-r_j).\tag{4}$$

The example has $A=80$ eV, $E_0=6$ eV, $C=4$ eV, $E_g=3$ eV and $\varepsilon_\infty=1.5$.

### Back to the real axis

Collect the logarithms belonging to $p$ and $-p$ in

$$X=(p-E_g)^2{\rm Log}(E_g-p)-(p+E_g)^2{\rm Log}(E_g+p).$$

The minus sign comes from $D'(-p)=-D'(p)$. The two terms in $\sum_jR_j{\rm Log}(E_g-r_j)$ add up to $X/[4iaCp(p^2-z^2)]$. When $z$ approaches a real energy $E$, the terms from $p^*$ and $-p^*$ are the complex conjugate of this. Since ${\rm Re}(Y/i)={\rm Im}\,Y$, all four together give

$$2\,{\rm Re}\frac{X}{4iaCp(p^2-E^2)}=\frac1{2aC}\,{\rm Im}\frac{X}{p(p^2-E^2)} .$$

Equations (3) and (4) multiply it by $-2AE_0C/\pi$, leaving a prefactor $-AE_0/(\pi a)$.

The poles $\pm z$ contribute

$$-\frac{AE_0C}{\pi ED(E)}\left[(E-E_g)^2{\rm Log}(E_g-E-i0)-(E+E_g)^2\ln(E+E_g)\right].$$

Above the gap, $E_g-E-i0$ lies just below the negative real axis and its logarithm is $\ln|E-E_g|-i\pi$. The imaginary contribution is then $AE_0C(E-E_g)^2/(ED)$, which is (2) with the correct sign. Below the gap the logarithm is real and the absorption vanishes. The real part is

$$\begin{aligned}\varepsilon_1(E)=\varepsilon_\infty&+\frac{AE_0C}{\pi ED(E)}\Big[(E+E_g)^2\ln(E+E_g)\\&\qquad-(E-E_g)^2\ln|E-E_g|\Big]\\&-\frac{AE_0}{\pi a}\,{\rm Im}\frac{X}{p(p^2-E^2)} .\end{aligned}\tag{5}$$

At $E=E_g$ the term $(E-E_g)^2\ln|E-E_g|$ takes its limit, zero. Its first derivative also tends to zero; the second diverges logarithmically. The infinite index produced by the bare step has become a weak singularity in the curvature.

One point needs checking: do $p$ and $-p^*$, which lie in the upper half plane, spoil causality? As $z\to p$, $D(z)\approx D'(p)(z-p)$. In $\sum_jR_j{\rm Log}(E_g-r_j)$, the pair $\pm z$ behaves as $X/[2pD'(p)(z-p)]$. The pair $\pm p$ gives $X/[D'(p)(p-z)(p+z)]$, which tends to the opposite expression. The poles cancel. The symmetry $\varepsilon(-z^*)=\varepsilon^*(z)$ gives the same cancellation at $-p^*$. Quadrature at complex energies close to both points was among the tests of (4).

### Trying the limit of zero gap

For $E_g\to0$ the bracket in (5) becomes $E^2\ln E-E^2\ln E=0$. Since $p$ lies in the first quadrant, ${\rm Log}(-p)={\rm Log}\,p-i\pi$, so $X\to-i\pi p^2$ and

$$\varepsilon_1-\varepsilon_\infty\to\frac{AE_0}{a}\,{\rm Re}\frac{p}{p^2-E^2} .$$

Multiply above and below by $p^{*2}-E^2$. The denominator becomes $(p^2-E^2)(p^{*2}-E^2)=D(E)$. The numerator is $p(p^{*2}-E^2)=E_0^2p^*-E^2p$, with real part $a(E_0^2-E^2)$. The result is $AE_0(E_0^2-E^2)/D$, the oscillator from which the first half started.

### Trying the static limit

The factor $1/E$ in (5) looks dangerous at zero energy. Let $h(x)=x^2\ln x$, so $h'(x)=x(1+2\ln x)$. For small $E$ the bracket is

$$h(E_g+E)-h(E_g-E)=2E\,E_g(1+2\ln E_g)+O(E^3).$$

The $E$ cancels, and with $D(0)=E_0^4$,

$$\varepsilon_1(0)=\varepsilon_\infty+\frac{2ACE_g(1+2\ln E_g)}{\pi E_0^3}-\frac{AE_0}{\pi a}\,{\rm Im}\frac{X}{p^3} .$$

Now insert the example with $E_g=3$ eV and all energies in eV. The auxiliary quantities are $p=5.657+2i$ and $X=-116.893-86.611i$. The middle term is $1920(1+2\ln3)/(216\pi)=9.046$. For the last, $p^3=113.14+184i$ and $|p^3|^2=6^6=46656$, so

$${\rm Im}\frac{X}{p^3}=\frac{116.893\cdot184-86.611\cdot113.14}{46656}=0.2510 .$$

The prefactor is $480/(5.657\pi)=27.01$, and $\varepsilon_1(0)=1.5+9.046-6.779=3.77$. Neither of the two large terms has a separate physical meaning, because a change of energy unit moves weight between them.

The plain oscillator has 14.83. The contribution beyond $\varepsilon_\infty$ has dropped from 13.33 to 2.27, or to 17%. Less than a third of this loss comes from the emptied gap. The rest comes from above it, where the Tauc factor stays small: at $E_0$ it is still only $1/4$. The static integral weights absorption by $1/x$ and so stresses the energies where the factor is smallest; the strength integral below, weighted by $x$, keeps 40%.

### The transparent range

Inside the gap, (1) needs no principal value:

$$\varepsilon_1-\varepsilon_\infty=\frac2\pi\int_{E_g}^{\infty}\frac{x\varepsilon_2(x)}{x^2-E^2}\,dx>0,$$

$$\frac{d\varepsilon_1}{dE}=\frac{4E}{\pi}\int_{E_g}^{\infty}\frac{x\varepsilon_2(x)}{(x^2-E^2)^2}\,dx>0 .$$

The index therefore rises toward the edge even where the film does not absorb. The first inequality also rules out multiplying $\varepsilon_{1L}-\varepsilon_\infty$ by the Tauc factor: that product is zero at $E_g$, while the causal value is positive.

With $n+ik=\sqrt{\varepsilon}$, the example gives:

| $E$ (eV) | $\varepsilon_1$ | $\varepsilon_2$ | $n$ | $k$ |
|---:|---:|---:|---:|---:|
| 1 | 3.824 | 0 | 1.955 | 0 |
| 2 | 4.020 | 0 | 2.005 | 0 |
| 3 | 4.508 | 0 | 2.123 | 0 |
| 5 | 5.988 | 2.948 | 2.516 | 0.586 |
| 8 | 0.397 | 3.319 | 1.367 | 1.213 |

At 2 eV, a wavelength of 620 nm, keeping the Lorentz real part would give $\varepsilon_1=15.62$ and $n=3.95$, nearly twice the consistent index of 2.00. Interference fringes depend on the product of index and thickness, so an error of this kind would pass directly into a thickness obtained from them.

### One absorbing energy by hand

At 5 eV, $D=11^2+400=521$ eV$^4$. Equation (2) gives $\varepsilon_2=1920\cdot4/(5\cdot521)=2.948$. The logarithmic term in (5) is

$$\frac{1920}{5\cdot521\,\pi}(64\ln8-4\ln2)=0.23461\cdot130.312=30.572 .$$

For the pole term, $p(p^2-25)=-28.284+134i$, with squared modulus $36\cdot521=18756$. Therefore

$${\rm Im}\frac{X}{p(p^2-25)}=\frac{86.611\cdot28.284+116.893\cdot134}{18756}=0.96574,$$

and the prefactor $27.01$ makes the last term $-26.084$. The sum is $1.5+30.572-26.084=5.988$. Direct principal-value quadrature gives the same value. Across three parameter sets, with energies in and above the gap, the largest difference was $6\times10^{-14}$ in $\varepsilon_1$.

The intensity decays with coefficient $\alpha=2kE/(\hbar c)=4\pi kE/(hc)$. Here $hc=2\cdot619.92=1239.84$ eV nm, so

$$\alpha=\frac{4\pi\cdot0.5858\cdot5}{1239.84}=0.0297\ {\rm nm}^{-1},$$

or $2.97\times10^5$ cm$^{-1}$. The penetration depth $1/\alpha$ is 33.7 nm.

### Running the transform backwards

Recovering the absorption from (5) is a separate check. Use ${\rm Re}\,\chi=(\chi+\chi^*)/2$ in the contour argument of the first half. The $\chi^*$ integral again vanishes, and

$$\chi(z)=\frac1{\pi i}\int_{-\infty}^{\infty}\frac{{\rm Re}\,\chi(x)}{x-z}\,dx .$$

Take the imaginary part at $z\to E+i0$. The real part is even, and $1/(x-E)-1/(x+E)=2E/(x^2-E^2)$, so

$$\varepsilon_2(E)=-\frac{2E}{\pi}\,{\rm P}\!\int_0^\infty\frac{\varepsilon_1(x)-\varepsilon_\infty}{x^2-E^2}\,dx .$$

Applied to (5), this returns 2.948 at 5 eV and a magnitude of about $10^{-9}$ at 2 eV. The gap is thus encoded in the real part as well. Applied to the Lorentz real part, the same transform must return the Lorentz absorption, 3.53 at 2 eV. A gapped $\varepsilon_2$ paired with an unmodified $\varepsilon_{1L}$ is therefore not a causal response.

### Strength and the high-energy limit

Define the integrated strength by

$$\Omega^2=\frac2\pi\int_0^\infty E\varepsilon_2(E)\,dE=\frac{2AE_0C}{\pi}\int_{E_g}^{\infty}\frac{(x-E_g)^2}{D(x)}\,dx .$$

This integrand falls as $x^{-2}$, so its four residues also sum to zero. The logarithm argument gives

$$\int_{E_g}^{\infty}\frac{(x-E_g)^2}{D}\,dx=-2\,{\rm Re}\frac{X}{4iaCp}=-\frac1{2aC}\,{\rm Im}\frac Xp ,$$

and hence

$$\Omega^2=-\frac{AE_0}{\pi a}\,{\rm Im}\frac Xp .$$

For zero gap, $X/p=-i\pi p$ and $\Omega^2=AE_0$. In the example ${\rm Im}(X/p)=(116.893\cdot2-86.611\cdot5.657)/36=-7.116$, so $\Omega^2=192.2$ eV$^2$. That is 40% of $AE_0=480$ eV$^2$. At every finite energy above the gap the factor $(1-E_g/E)^2$ is below one and decreases as $E_g$ grows, so raising $E_g$ at fixed $A$, $E_0$ and $C$ removes strength. In this model $A$ alone does not measure the number of participating electrons.

At high energy, expand the bracket in (5) about $E$:

$$h(E+E_g)-h(E-E_g)=2E_gE(1+2\ln E)+O(E^{-1}).$$

Also $1/(p^2-E^2)=-E^{-2}-p^2E^{-4}+O(E^{-6})$. The first part of the pole term is $-\Omega^2/E^2$, and

$$\varepsilon_1=\varepsilon_\infty-\frac{\Omega^2}{E^2}+\frac{4AE_0CE_g}{\pi}\frac{\ln E}{E^4}+O(E^{-4}).$$

The leading correction is that of free charges with the same integrated strength. The next carries a logarithm that disappears with the gap. Its coefficient was tested between 400 and 800 eV. This is a mathematical check of the model far outside its physical range: a real response tends to one, whereas (5) tends to $\varepsilon_\infty$.

### Where the model stops

Absorption below $E_g$ from band tails or defects is absent by construction. So are free carriers, which a transparent conductor has. Equation (1) is linear, so another contribution can be added without losing consistency, provided that its own real and imaginary parts form a causal pair. Carriers that fill conduction states also violate the assumption of empty final states, and adding a separate term does not repair that.

The closed form (5) needs $C<2E_0$. At $C=2E_0$ the roots merge in pairs, and beyond that they become purely imaginary. Integral (3) still exists in both cases. For $C>2E_0$ the sum (4) still holds, but the roots no longer form the conjugate pairs used in (5). At $C=2E_0$ itself the poles are double, and the result must be taken as a limit.

Finally, $\varepsilon_2$ does not determine $\varepsilon_\infty$. Two films with identical $\varepsilon_2$ in the model can have different constants and hence different indices in the gap; their absorption coefficients $\alpha$ above the gap then differ as well. A measurement sensitive to the real part is needed to fix it. The main numerical results of both halves are collected in the numerical output below.

## Calculated quantities

```
A = 80.0 eV, E0 = 6.0 eV, C = 4.0 eV
Eg = 3.0 eV, eps_inf = 1.50
a = 5.65685 eV, Im p = 2.00000 eV
X (energies in eV) = -116.89323 -86.61127 i eV^2
static eps1(0) = 3.76764
static Lorentz eps1(0) = 14.83333
E (eV), eps1, eps2, n, k:
   1.0   3.82396  0.00000  1.95550  0.00000
   2.0   4.01958  0.00000  2.00489  0.00000
   3.0   4.50765  0.00000  2.12312  0.00000
   4.0   5.62834  0.73171  2.37740  0.15389
   5.0   5.98806  2.94818  2.51620  0.58584
   6.0   3.96068  5.00000  2.27369  1.09953
   8.0   0.39739  3.31858  1.36742  1.21345
  12.0   0.46245  0.92784  0.86578  0.53584
eps1 at 2 eV by quadrature = 4.01958
eps1 at 5 eV by quadrature = 5.98806
largest eps1 error, three models = 6.4e-14
eps2 at 5 eV by inverse transform = 2.94818
|eps2| at 2 eV by inverse transform = 1.1e-09
Lorentz at 2 eV: eps1 = 15.61765, eps2 = 3.52941
sqrt(Lorentz eps1) at 2 eV = 3.95192
wavelength at 2 eV = 619.92 nm
absorption coefficient at 5 eV = 2.9689e+05 cm^-1
penetration depth 1/alpha at 5 eV = 33.683 nm
eps2 peak at 6.2868 eV, height 5.11674
d ln eps2/dE at E0 = 0.16667 eV^-1
Omega^2 = 192.1882 eV^2, Omega = 13.8632 eV
Lorentz strength A*E0 = 480.0 eV^2
fraction Omega^2/(A*E0) = 0.40039
Lorentz eps2 at Eg = 6.59794
step cutoff: eps1 at Eg-1e-4 eV = 34.7378
step cutoff: eps1 at Eg-1e-7 eV = 49.2467
predicted growth between them = 14.5076
E*sqrt(eps2) at 3.5 eV = 1.48672 eV
E*sqrt(eps2) at 4.0 eV = 3.42160 eV
Tauc intercept from 3.5 and 4.0 eV = 3.1158 eV
Tauc intercept from 3.05 and 3.10 eV = 3.0014 eV
```
